\section*{Ionised acceptor incorporation: from linear to square-root dependence on dopant activity, part 1}

(Sections cited here and not found follow in the second part.)

\section{The law for ionised acceptors}

\paragraph{Theorem 1.} Let a semiconductor be in equilibrium with a source that imposes the chemical potential $\mu$ of an acceptor dopant, and let
\begin{equation}
a=\exp\left(\frac{\mu-\mu_{\rm ref}}{kT}\right)
\label{eq:activity}
\end{equation}
be the dopant activity. Under assumptions (i)--(v) below, the density $C$ of ionised acceptors and the density $p$ of holes are
\begin{equation}
C=\frac{n_i\,\alpha}{\sqrt{1+\alpha}},\qquad p=n_i\sqrt{1+\alpha},
\label{eq:main}
\end{equation}
where $n_i$ is the intrinsic carrier density and $\alpha$ is a dimensionless doping strength proportional to $a$, defined in \eqref{eq:alpha}. Consequently
\begin{equation}
C\simeq n_i\alpha\propto a\quad(\alpha\ll1),\qquad
C\simeq n_i\sqrt{\alpha}\propto \sqrt a\quad(\alpha\gg1).
\label{eq:limits}
\end{equation}

The assumptions are these.

(i) The acceptors are dilute. They occupy a small fraction of the available sites and influence one another through the common Fermi level alone.

(ii) An acceptor is either neutral or carries the charge $-1$, in units of the elementary charge.

(iii) Electrons and holes are non-degenerate and occupy parabolic bands.

(iv) The region considered is electrically neutral and contains no charged species other than electrons, holes and ionised acceptors.

(v) Temperature, band parameters and formation energies do not change with $a$.

The dopant chemical potential is fixed in the sense that the source sets it, whatever amount of dopant the crystal takes up. The theorem compares equilibria at different imposed values of $\mu$. It does not describe a crystal with a fixed total amount of dopant, in which ionisation merely redistributes the dopant between two charge states.

Energies are measured in eV from the valence-band edge, and densities are in cm$^{-3}$. These are the natural units for band gaps and doping levels. The Fermi level is $E_F$ and the gap is $E_g$.

\subsection{Three lemmas}

\paragraph{Lemma 1 (site statistics).} Let $N_s$ be the density of sites, $E_0$ the formation energy of a neutral acceptor at $a=1$, $\varepsilon$ the acceptor level, and $g$ the ratio of the degeneracy of the neutral state to that of the ionised state. Then
\begin{equation}
C=\frac{N_s w_-}{1+w_0+w_-},\qquad
C_0=\frac{N_s w_0}{1+w_0+w_-},
\label{eq:sites}
\end{equation}
where $C_0$ is the density of neutral acceptors and
\begin{equation}
w_0=g\,a\,e^{-E_0/kT},\qquad
w_-=a\,e^{-(E_0+\varepsilon-E_F)/kT}.
\label{eq:weights}
\end{equation}

\paragraph{Proof.} A site holds a host atom, a neutral acceptor or an ionised acceptor. Give the host atom the statistical weight 1. Replacing it by a neutral acceptor costs $E_0$ when $\mu=\mu_{\rm ref}$. At another chemical potential the cost is $E_0-(\mu-\mu_{\rm ref})=E_0-kT\ln a$, because the dopant atom is taken from a source in which its free energy is higher by $\mu-\mu_{\rm ref}$. The Boltzmann factor of this cost, multiplied by $g$, is $w_0$. The chemical potential of the displaced host atom is held fixed and is included in $E_0$.

To ionise the acceptor, an electron is taken from the electron reservoir at energy $E_F$ and placed in the level $\varepsilon$. This adds $\varepsilon-E_F$ to the cost. The ionised state has the same degeneracy as the host site, so its weight is $w_-$. Dividing each weight by the sum of the three gives the probability of each state. Multiplication by $N_s$ gives \eqref{eq:sites}. $\square$

In the dilute limit, $w_0+w_-\ll1$, the denominator is replaced by 1:
\begin{equation}
C=N_s\,a\,e^{-(E_0+\varepsilon-E_F)/kT}.
\label{eq:dilute}
\end{equation}
Lowering the Fermi level makes an ionised acceptor more costly, since the electron it needs must be raised from a lower energy.

\paragraph{Lemma 2 (carriers).} For hole mass $m_h$ and electron mass $m_e^*$, non-degenerate carriers have densities
\begin{equation}
p=N_v e^{-E_F/kT},\qquad n=N_c e^{-(E_g-E_F)/kT},
\label{eq:carriers}
\end{equation}
\begin{equation}
N_v=2\left(\frac{m_h kT}{2\pi\hbar^2}\right)^{3/2},\qquad
N_c=2\left(\frac{m_e^* kT}{2\pi\hbar^2}\right)^{3/2}.
\label{eq:nvnc}
\end{equation}

\paragraph{Proof.} At depth $x$ below the valence-band edge the density of states, including spin, is $(2m_h/\hbar^2)^{3/2}\sqrt{x}/(2\pi^2)$. The probability that such a state is empty is $[e^{(x+E_F)/kT}+1]^{-1}$, which for a non-degenerate band becomes $e^{-(x+E_F)/kT}$. Hence
\begin{align}
p&=\frac{1}{2\pi^2}\left(\frac{2m_h}{\hbar^2}\right)^{3/2}
e^{-E_F/kT}\int_0^\infty\sqrt{x}\,e^{-x/kT}\,dx\nonumber\\
&=\frac{1}{2\pi^2}\left(\frac{2m_h}{\hbar^2}\right)^{3/2}
\frac{\sqrt\pi}{2}(kT)^{3/2}e^{-E_F/kT}.
\end{align}
The prefactor is $(2m_hkT/\hbar^2)^{3/2}/(4\pi^{3/2})$, which equals $N_v$ in \eqref{eq:nvnc}. The same integral, with energy measured upwards from the conduction-band edge, gives $n$. $\square$

The product of the two densities does not contain the Fermi level:
\begin{equation}
np=n_i^2,\qquad n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}.
\label{eq:np}
\end{equation}
The intrinsic Fermi level $E_i$ is the value of $E_F$ at which $n=p$. Equating the two expressions in \eqref{eq:carriers} and taking the logarithm gives
\begin{equation}
E_i=\frac{E_g}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}.
\label{eq:ei}
\end{equation}
At $E_F=E_i$ both densities equal $n_i$, so $p=n_i e^{-(E_F-E_i)/kT}$.

Now define
\begin{equation}
\alpha=\frac{C_i}{n_i},\qquad
C_i=N_s\,a\,e^{-(E_0+\varepsilon-E_i)/kT}.
\label{eq:alpha}
\end{equation}
Here $C_i$ is the dilute formula \eqref{eq:dilute} evaluated at the intrinsic Fermi level. It is the ion density that would form if the Fermi level did not respond to doping. At large $a$ it may approach $N_s$ and cease to be an attainable dilute density; $\alpha$ nevertheless remains a well-defined measure of $a$.

\paragraph{Lemma 3 (mass action).} Under assumptions (i)--(iii),
\begin{equation}
Cp=\alpha n_i^2=N_sN_v\,a\,e^{-(E_0+\varepsilon)/kT}.
\label{eq:massaction}
\end{equation}

\paragraph{Proof.} Equation \eqref{eq:dilute} can be written $C=C_i e^{(E_F-E_i)/kT}$. Multiplication by $p=n_i e^{-(E_F-E_i)/kT}$ cancels the exponentials and leaves $C_i n_i=\alpha n_i^2$. Multiplying \eqref{eq:dilute} by \eqref{eq:carriers} directly gives the second form. $\square$

This is the equilibrium condition of the reaction in which a dopant atom from the source becomes an ionised acceptor and a hole. Two products are created, and the activity fixes the product of their densities.

\subsection{Proof and meaning of the theorem}

\paragraph{Proof of Theorem 1.} Neutrality requires the positive and negative charge densities to balance:
\begin{equation}
p=n+C.
\label{eq:neutral}
\end{equation}
Multiply by $p$ and use \eqref{eq:np} and \eqref{eq:massaction}:
\begin{equation}
p^2=np+Cp=n_i^2+\alpha n_i^2=n_i^2(1+\alpha).
\end{equation}
A density is positive, so $p=n_i\sqrt{1+\alpha}$. Then $C=\alpha n_i^2/p$ gives \eqref{eq:main}. For small $\alpha$ the square root tends to 1, and for large $\alpha$ it tends to $\sqrt\alpha$, which gives \eqref{eq:limits}. $\square$

At weak doping the holes are supplied by thermal excitation across the gap. Their density is nearly $n_i$ whatever the value of $a$, so mass action makes $C$ proportional to $a$. At strong doping almost every hole accompanies an ionised acceptor. Then $p\simeq C$, and mass action fixes $C^2$ instead of $C$.

The same result can be read from the Fermi level. Since $p/n_i=e^{-(E_F-E_i)/kT}$,
\begin{equation}
E_F-E_i=-\frac{kT}{2}\ln(1+\alpha).
\label{eq:fermi}
\end{equation}
When $\alpha\gg1$, raising the dopant chemical potential by $\Delta\mu$ lowers the Fermi level by $\Delta\mu/2$. Half of the gain in driving force is thus spent on the higher cost of the acceptor's electron.

\paragraph{Corollary 1 (local exponent).}
\begin{equation}
s\equiv\frac{d\ln C}{d\ln a}=\frac{2+\alpha}{2(1+\alpha)}.
\label{eq:slope}
\end{equation}

\paragraph{Proof.} From \eqref{eq:main}, $\ln C=\ln n_i+\ln\alpha-\frac12\ln(1+\alpha)$. Because $\alpha\propto a$ at fixed temperature, $d\ln\alpha=d\ln a$. Therefore $s=1-\alpha/[2(1+\alpha)]$, which is \eqref{eq:slope}. $\square$

The two asymptotes in \eqref{eq:limits} are equal at $\alpha=1$. There $C=n_i/\sqrt2$ and $s=3/4$.

\paragraph{Remark 1 (gas pressure).} The exponent refers to the activity of single dopant atoms. If these come from an ideal gas of dimers, equilibrium gives $2\mu=\mu_{\rm dimer}$, and $a$ is proportional to the square root of the dimer pressure. The exponents with respect to pressure are then $1/2$ and $1/4$.

\paragraph{Remark 2 (growth surface).} Neutrality was imposed on the region where the acceptors equilibrate. If the dopant content is instead fixed in a surface layer whose Fermi level is pinned, \eqref{eq:dilute} shows that the amount of dopant incorporated is proportional to $a$ at every dilute doping level. After burial this fixed total divides again between neutral and ionised states, so the bulk ion density is linear in $a$ only while ionisation is nearly complete. The square root therefore needs a Fermi level that responds to the doping, as it does when the acceptors equilibrate in a neutral region.

\subsection{The same law without a Fermi level}

The Fermi level is convenient but not essential. Consider a finite volume $V$ containing $h$ holes, $e$ electrons and $N$ ionised acceptors, with $h=e+N$ in every allowed state.

\paragraph{Proposition 1.} Let $\nu=Vn_i$ and $X=\nu\sqrt{1+\alpha}$. For a dilute classical system, the mean number of ions at large $X$ is
\begin{equation}
\langle N\rangle=\frac{\nu\alpha}{\sqrt{1+\alpha}}-\frac{\alpha}{4(1+\alpha)}+O(X^{-1}).
\label{eq:finite}
\end{equation}

\paragraph{Proof.} The one-particle partition functions are $z_h=VN_v$, $z_e=VN_ce^{-E_g/kT}$ and $z_A=VN_s a e^{-(E_0+\varepsilon)/kT}$. Their products are $z_hz_e=\nu^2$ and $z_hz_A=\alpha\nu^2$. A state with given numbers has weight
\begin{equation}
\frac{z_h^{h}z_e^{e}z_A^{N}}{h!\,e!\,N!}
=\frac{(\nu^2)^e(\alpha\nu^2)^N}{h!\,e!\,N!},
\end{equation}
because $h=e+N$. At fixed $h$, the binomial theorem gives
\begin{equation}
\sum_{e+N=h}\frac{(\nu^2)^e(\alpha\nu^2)^N}{h!\,e!\,N!}
=\frac{[\nu^2(1+\alpha)]^h}{(h!)^2}=\frac{X^{2h}}{(h!)^2}.
\end{equation}
Given $h$, each hole is paired with an ion with probability $\alpha/(1+\alpha)$, so $\langle N\rangle=\langle h\rangle\alpha/(1+\alpha)$.

Since $h^2X^{2h}/(h!)^2=X^2X^{2(h-1)}/[(h-1)!]^2$, summation over $h$ gives $\langle h^2\rangle=X^2$. The ratio of successive weights is $X^2/(h+1)^2$. Near $h=X+t$ this is approximately $1-2t/X$, which describes a Gaussian proportional to $e^{-t^2/X}$, with variance $X/2$ to leading order. Hence
\begin{equation}
\langle h\rangle=\sqrt{X^2-X/2+\cdots}=X-\frac14+O(X^{-1}).
\end{equation}
Multiplication by $\alpha/(1+\alpha)$ gives \eqref{eq:finite}. $\square$

For $\nu=50$ and $\alpha=3$, the bulk term is 75.0000. Direct summation over the particle numbers gives 74.8123. The difference, $-0.1877$, agrees with the predicted $-3/16=-0.1875$.

\subsection{Numerical example}

Take a model semiconductor with $T=1000$ K, $kT=0.086173$ eV, $E_g=1.5$ eV, and hole and electron masses of 1 and 0.5 free-electron masses. Let $N_s=4\times10^{22}$ cm$^{-3}$, $E_0=0.8$ eV, $\varepsilon=0.05$ eV and $g=4$. Then $N_v=1.527\times10^{20}$ and $N_c=5.399\times10^{19}$ cm$^{-3}$, so
\begin{equation}
n_i=9.081\times10^{19}\,e^{-8.703}=1.508\times10^{16}\ {\rm cm}^{-3}.
\end{equation}
With $E_i=0.7948$ eV,
\begin{equation}
\frac{\alpha}{a}=\frac{4\times10^{22}}{1.508\times10^{16}}
\exp\left(-\frac{0.85-0.7948}{0.086173}\right)
=1.398\times10^6.
\end{equation}
The crossover is at $a=7.15\times10^{-7}$, where $C=1.066\times10^{16}$ cm$^{-3}$.

A numerical reference solution keeps Fermi--Dirac occupation and the full site statistics \eqref{eq:sites}, and solves neutrality for $E_F$. It gives the following values, with $C$ in cm$^{-3}$:
\begin{center}
\begin{tabular}{cccc}
$a$ & $C$, eq. \eqref{eq:main} & $C$, reference & $s$, reference\\
$10^{-9}$ & $2.106\times10^{13}$ & $2.107\times10^{13}$ & 0.999\\
$10^{-6}$ & $1.361\times10^{16}$ & $1.361\times10^{16}$ & 0.708\\
$10^{-3}$ & $5.635\times10^{17}$ & $5.632\times10^{17}$ & 0.500\\
$1$ & $1.783\times10^{19}$ & $1.746\times10^{19}$ & 0.490
\end{tabular}
\end{center}
At $a=10^{-3}$, holding the Fermi level at $E_i$ would give $2.107\times10^{19}$ cm$^{-3}$. Neutrality reduces this by the factor $1/\sqrt{1+\alpha}=0.0267$. The source is the same in both cases; the response of the Fermi level causes the reduction.

\section{Range of validity and other charged species}

The symbols carried over are the dopant activity $a$, the ionised and neutral acceptor densities $C$ and $C_0$, the hole and electron densities $p$ and $n$, and the intrinsic density $n_i$. The site density is $N_s$, the neutral formation energy at $a=1$ is $E_0$, the acceptor level is $\varepsilon$, and the degeneracy ratio is $g$. Energies are measured from the valence-band edge. The doping strength $\alpha\propto a$ satisfies
\begin{equation}
Cp=\alpha n_i^2=N_sN_v a e^{-(E_0+\varepsilon)/kT},
\label{eq:recallmass}
\end{equation}
and neutrality without other charged species gives
\begin{equation}
\bar C=\frac{n_i\alpha}{\sqrt{1+\alpha}},\qquad
\bar p=n_i\sqrt{1+\alpha}.
\label{eq:recall}
\end{equation}
The bars now distinguish this ideal law from densities that include corrections. The example has $T=1000$ K, $kT=0.086173$ eV, $n_i=1.508\times10^{16}$ cm$^{-3}$ and $\alpha=1.398\times10^6a$.

\subsection{Where the band gap enters}

\paragraph{Proposition 2.} At fixed $E_0$, $\varepsilon$, $N_v$ and $N_c$, the gap affects the linear regime but cancels from the leading term at high doping:
\begin{equation}
\bar C\simeq\sqrt{N_sN_v a}\;e^{-(E_0+\varepsilon)/2kT}\qquad(\alpha\gg1).
\label{eq:highgap}
\end{equation}

\paragraph{Proof.} For $\alpha\gg1$, \eqref{eq:recall} gives $\bar C\simeq\sqrt{\alpha n_i^2}$. The last form in \eqref{eq:recallmass} then gives \eqref{eq:highgap}, which contains no $E_g$. For $\alpha\ll1$,
\begin{equation}
\bar C\simeq n_i\alpha=N_s a e^{-(E_0+\varepsilon-E_i)/kT},
\end{equation}
and $E_i$ contains $E_g/2$. $\square$

The intrinsic carriers set the hole density in the linear regime, so the gap matters there. At high doping the holes come from the acceptors and the gap has lost this role.

Reducing the gap from 1.5 to 1.4 eV lowers $E_i$ by 0.05 eV. The linear coefficient should therefore change by the factor $e^{-0.05/0.086173}=0.560$. The reference solution gives 0.5601 at $a=10^{-9}$. At $a=10^{-2}$, where $\alpha\simeq1.4\times10^4$, the corresponding factor is 0.99992.

With the dopant chemical potential imposed, the ionised acceptor density is linear in the activity at weak doping and follows its square root at strong doping, where the gap cancels from the leading term. What remains is to find where the square-root regime ends, and how neutral acceptors, donors and other charge states change the dependence on activity.

All numerical values are calculated from the stated model.
